# Moving pseudo-core terms in the dynamical matrix of magnetic metals: test program

```python
"""Moving pseudo-core terms in the force constants of a magnetic metal.

Result under test, for displacements a and b of atoms:
  core block = int nc^a K n^b + int vxc nc^ab + int nc^a K nc^b
and the first-order potential contains K (n^b + nc^b).
n: valence spin densities (with augmentation), nc: pseudo-core, half per spin,
vxc, K: first and second derivatives of the xc energy at n + nc.
The model is a 1D ring in atomic units. The reference side is made of finite
differences of self-consistent free energies and core forces.
The ion-ion energy is left out: it does not contain the core density.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import entr, expit

CELL, POINTS, ELECTRONS = 6.0, 40, 3.0
KT, ZEEMAN, STEP = 0.1, 0.2, 0.02
POSITION = np.array([1.0, 3.5])
LOCAL_AREA, LOCAL_WIDTH = np.array([-2.0, -1.5]), 0.8
CORE_CHARGE, CORE_WIDTH = np.array([2.0, 1.0]), np.array([0.5, 0.6])
PROJECTOR_STRENGTH, PROJECTOR_WIDTH = np.array([0.5, 0.3]), 0.6
AUGMENTATION, AUGMENTATION_WIDTH = 0.4, 0.5
EXCHANGE, CORRELATION = 0.5, 0.2
SPIN_SIGN = np.array([[-1.0], [1.0]])   # Zeeman energy of up and down

up, down = sp.symbols("up down", positive=True)
xc_expr = (-sp.Rational(1, 2) * (up**sp.Rational(4, 3) + down**sp.Rational(4, 3))
           * sp.Float(EXCHANGE / 0.5)
           - sp.Float(CORRELATION) * up * down / (up + down))
xc_energy = sp.lambdify((up, down), xc_expr, "numpy")
xc_potential = sp.lambdify((up, down), [sp.diff(xc_expr, s) for s in (up, down)],
                           "numpy")
xc_kernel = sp.lambdify((up, down), [[sp.diff(xc_expr, s, t) for t in (up, down)]
                                     for s in (up, down)], "numpy")


def bump(x, length, centre, width):
    """Periodic unit Gaussian and its two derivatives with respect to centre."""
    total = np.zeros((3, x.size))
    nearest = (x - centre + length / 2) % length - length / 2
    for image in (-1, 0, 1):
        y = nearest + image * length
        g = np.exp(-y**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
        total += np.array([g, g * y / width**2,
                           g * (y**2 / width**4 - 1 / width**2)])
    return total


def fixed_point(update, start, mixing=0.4, history=10):
    """Anderson iteration for x = update(x)."""
    x, xs, rs = start.copy(), [], []
    for _ in range(250):
        residual = update(x) - x
        if np.abs(residual).max() < 1e-11:
            return x
        xs, rs = (xs + [x.ravel()])[-history:], (rs + [residual.ravel()])[-history:]
        new = xs[-1] + mixing * rs[-1]
        if len(xs) > 1:
            dx, dr = np.diff(np.array(xs), axis=0), np.diff(np.array(rs), axis=0)
            coefficients = np.linalg.lstsq(dr.T, rs[-1], rcond=1e-13)[0]
            new = new - coefficients @ (dx + mixing * dr)
        x = new.reshape(x.shape)
    raise RuntimeError("self-consistency not reached")


class Ring:
    """Self-consistent state of a ring of identical two-atom cells."""

    def __init__(self, augmentation, cells=1, zeeman=ZEEMAN, moves=None, start=None):
        self.augmentation, self.cells, self.zeeman = augmentation, cells, zeeman
        self.length, self.size = CELL * cells, POINTS * cells
        self.h = self.length / self.size
        self.atoms = 2 * cells
        x = np.arange(self.size) * self.h
        wave = 2 * np.pi * np.fft.fftfreq(self.size, self.h)
        fourier = np.fft.fft(np.eye(self.size), axis=0)
        self.kinetic = np.fft.ifft(0.5 * wave[:, None]**2 * fourier, axis=0).real
        self.repulsion = np.fft.ifft(2 / (1 + wave[:, None]**2) * fourier, axis=0).real
        moves = np.zeros(self.atoms) if moves is None else np.asarray(moves)
        local, core, aug, pair = [], [], [], []
        for atom in range(self.atoms):
            kind = atom % 2
            centre = CELL * (atom // 2) + POSITION[kind] + moves[atom]
            local.append(LOCAL_AREA[kind] * bump(x, self.length, centre, LOCAL_WIDTH))
            core.append(CORE_CHARGE[kind]
                        * bump(x, self.length, centre, CORE_WIDTH[kind]))
            aug.append(augmentation * bump(x, self.length, centre, AUGMENTATION_WIDTH))
            b = np.sqrt(self.h) * bump(x, self.length, centre, PROJECTOR_WIDTH)
            pair.append([np.outer(b[0], b[0]),
                         np.outer(b[1], b[0]) + np.outer(b[0], b[1]),
                         np.outer(b[2], b[0]) + 2 * np.outer(b[1], b[1])
                         + np.outer(b[0], b[2])])
        self.local, self.core = np.array(local), np.array(core)
        self.aug, self.pair = np.array(aug), np.array(pair)
        self.strength = np.tile(PROJECTOR_STRENGTH, cells)
        self.charge = self.h * self.aug[:, 0].sum(axis=1)
        self.overlap = np.eye(self.size) + np.tensordot(self.charge, self.pair[:, 0], 1)
        if start is None:
            start = self.local[:, 0].sum(axis=0) + SPIN_SIGN * zeeman
        self.v = fixed_point(self.update, start)
        self.kernel = np.array(xc_kernel(*self.total_density))
        self.slope = -self.f * expit((self.eps - self.mu) / KT) / KT
        self.weighted = np.array([(c * (f * e)) @ c.T for c, f, e
                                  in zip(self.c, self.f, self.eps)])
        self.divided = [self.divided_difference(k) for k in range(3)]

    def density(self, matrix):
        weights = np.tensordot(matrix, self.pair[:, 0], axes=([1, 2], [1, 2]))
        return (np.diagonal(matrix, axis1=1, axis2=2) / self.h
                + weights @ self.aug[:, 0])

    def update(self, v):
        solved = []
        for s in range(2):
            strength = self.strength + self.h * self.aug[:, 0] @ v[s]
            hamiltonian = (self.kinetic + np.diag(v[s])
                           + np.tensordot(strength, self.pair[:, 0], 1))
            solved.append(eigh(hamiltonian, self.overlap))
        self.eps = np.array([item[0] for item in solved])
        self.c = np.array([item[1] for item in solved])
        self.mu = brentq(lambda m: expit((m - self.eps) / KT).sum()
                         - ELECTRONS * self.cells, self.eps.min() - 5,
                         self.eps.max(), xtol=1e-14, rtol=1e-14)
        self.f = expit((self.mu - self.eps) / KT)
        self.P = np.array([(c * f) @ c.T for c, f in zip(self.c, self.f)])
        self.n = self.density(self.P)
        self.total_density = self.n + self.core[:, 0].sum(axis=0) / 2
        self.vxc = np.array(xc_potential(*self.total_density))
        return (self.local[:, 0].sum(axis=0) + self.repulsion @ self.n.sum(axis=0)
                + self.vxc + SPIN_SIGN * self.zeeman)

    def free_energy(self):
        n = self.n.sum(axis=0)
        one_body = self.kinetic + np.tensordot(self.strength, self.pair[:, 0], 1)
        entropy = (entr(self.f) + entr(expit((self.eps - self.mu) / KT))).sum()
        return (np.sum(self.P.sum(axis=0) * one_body)
                + self.h * (self.local[:, 0].sum(axis=0) @ n
                            + 0.5 * n @ self.repulsion @ n
                            + xc_energy(*self.total_density).sum()
                            + self.zeeman * (SPIN_SIGN * self.n).sum())
                - KT * entropy)

    def moment(self):
        return self.h * (self.n[0] - self.n[1]).sum()

    def core_gradient(self):
        return self.h * self.core[:, 1] @ self.vxc.sum(axis=0) / 2

    def explicit(self, atom):
        """Derivatives at fixed potential and fixed density matrix."""
        p, q = self.pair[atom], self.aug[atom]
        screen = self.h * self.v @ q.T
        d = self.strength[atom] + screen[:, 0]
        first = np.array([d[s] * p[1] + screen[s, 1] * p[0] for s in range(2)])
        second = np.array([d[s] * p[2] + 2 * screen[s, 1] * p[1]
                           + screen[s, 2] * p[0] for s in range(2)])
        density = np.array([q[1] * np.sum(p[0] * P) + q[0] * np.sum(p[1] * P)
                            for P in self.P])
        return first, second, density

    def gradient(self):
        result = self.core_gradient()
        for atom in range(self.atoms):
            first = self.explicit(atom)[0]
            result[atom] += (np.sum(self.P * first)
                             - self.charge[atom]
                             * np.sum(self.weighted * self.pair[atom, 1])
                             + self.h * self.local[atom, 1] @ self.n.sum(axis=0))
        return result

    def divided_difference(self, power):
        """Divided differences of occupation * energy**power, for each spin."""
        result = []
        for e, f, slope in zip(self.eps, self.f, self.slope):
            g = f * e**power
            dg = slope * e**power + power * f * e**max(power - 1, 0)
            gap = e[:, None] - e
            close = np.abs(gap) < 1e-6
            result.append(np.where(close, (dg[:, None] + dg) / 2,
                                   (g[:, None] - g) / np.where(close, 1.0, gap)))
        return result

    def respond(self, atom, core_in_potential=True):
        first, _, explicit_density = self.explicit(atom)
        s_first = self.charge[atom] * self.pair[atom, 1]
        core1 = np.array([self.core[atom, 1] / 2] * 2)
        core_drive = np.einsum("stx,tx->sx", self.kernel, core1)
        drive = self.local[atom, 1] + core_drive * core_in_potential
        out = {"core_drive": core_drive}

        def update(v1):
            h1, s1 = [], []
            for s in range(2):
                matrix = (first[s] + np.diag(v1[s]) + np.tensordot(
                    self.h * self.aug[:, 0] @ v1[s], self.pair[:, 0], 1))
                h1.append(self.c[s].T @ matrix @ self.c[s])
                s1.append(self.c[s].T @ s_first @ self.c[s])
            level = np.array([np.diag(h1[s]) - self.eps[s] * np.diag(s1[s])
                              for s in range(2)])
            mu1 = np.sum(self.slope * level) / self.slope.sum()
            changed = []
            for k in range(2):
                changed.append(np.array([self.c[s] @ (
                    self.divided[k][s] * h1[s] - self.divided[k + 1][s] * s1[s]
                    - np.diag(mu1 * self.slope[s] * self.eps[s]**k))
                    @ self.c[s].T for s in range(2)]))
            n1 = self.density(changed[0]) + explicit_density
            out.update(P=changed[0], W=changed[1], n=n1, mu=mu1)
            return (drive + self.repulsion @ n1.sum(axis=0)
                    + np.einsum("stx,tx->sx", self.kernel, n1))

        out["v"] = fixed_point(update, np.zeros((2, self.size)))
        return out

    def force_constants(self, core_in_potential=True):
        responses = [self.respond(b, core_in_potential) for b in range(self.atoms)]
        parts = {key: np.zeros((self.atoms, self.atoms))
                 for key in ("rest", "mixed", "second", "quadratic")}
        for a in range(self.atoms):
            first, second, explicit_density = self.explicit(a)
            s_first = self.charge[a] * self.pair[a, 1]
            s_second = self.charge[a] * self.pair[a, 2]
            drive = responses[a]["core_drive"]
            for b, r in enumerate(responses):
                parts["rest"][a, b] = (
                    np.sum(r["P"] * first) - np.sum(r["W"] * s_first)
                    + self.h * np.sum(r["v"] * explicit_density)
                    + self.h * self.local[a, 1] @ r["n"].sum(axis=0))
                parts["mixed"][a, b] = self.h * np.sum(drive * r["n"])
                parts["quadratic"][a, b] = self.h * np.sum(drive * self.core[b, 1] / 2)
            parts["rest"][a, a] += (np.sum(self.P * second)
                                    - np.sum(self.weighted * s_second)
                                    + self.h * self.local[a, 2] @ self.n.sum(axis=0))
            parts["second"][a, a] = self.h * np.sum(self.vxc * self.core[a, 2] / 2)
        parts["core"] = parts["mixed"] + parts["second"] + parts["quadratic"]
        parts["total"] = parts["rest"] + parts["core"]
        return parts, responses


FIRST = np.array([1 / 12, -2 / 3, 0, 2 / 3, -1 / 12]) / STEP
SECOND = np.array([-1 / 12, 4 / 3, -5 / 2, 4 / 3, -1 / 12]) / STEP**2


def displaced(reference, direction):
    return [reference if k == 0 else
            Ring(reference.augmentation, reference.cells, reference.zeeman,
                 k * STEP * np.array(direction), reference.v) for k in range(-2, 3)]


def curvature(rings):
    return SECOND @ np.array([r.free_energy() for r in rings])


to_ev = (constants.physical_constants["Hartree energy in eV"][0]
         / (constants.physical_constants["Bohr radius"][0] * 1e10)**2)
print(f"cell {CELL} bohr, {POINTS} points, {ELECTRONS} electrons")
print(f"kT {KT} Ha, Zeeman shift -/+ {ZEEMAN} Ha, step {STEP} bohr")
print("positions A, B (bohr):", *POSITION)
print("local areas (Ha bohr):", *LOCAL_AREA, " width (bohr):", LOCAL_WIDTH)
print("core charges:", *CORE_CHARGE, " widths (bohr):", *CORE_WIDTH)
print("projector strengths (Ha bohr):", *PROJECTOR_STRENGTH,
      " width (bohr):", PROJECTOR_WIDTH)
print("xc: exchange", EXCHANGE, "Ha bohr^(1/3), correlation", CORRELATION, "Ha")
print("augmentation strength (bohr):", AUGMENTATION, " width (bohr):",
      AUGMENTATION_WIDTH)
print("force constants below in Ha/bohr^2")

for name, augmentation in (("NC", 0.0), ("US", AUGMENTATION)):
    ring = Ring(augmentation)
    parts, responses = ring.force_constants()
    total = parts["total"]
    scans = [displaced(ring, d) for d in ((1, 0), (0, 1), (1, -1))]
    curves = [curvature(s) for s in scans]
    off_diagonal = (curves[0] + curves[1] - curves[2]) / 2
    numerical = np.array([[curves[0], off_diagonal], [off_diagonal, curves[1]]])
    assert np.allclose(total, numerical, atol=1e-5, rtol=0)
    slopes = np.array([FIRST @ np.array([r.free_energy() for r in s])
                       for s in scans[:2]])
    assert np.allclose(ring.gradient(), slopes, atol=1e-5, rtol=0)
    core_numerical = np.array([FIRST @ np.array([r.core_gradient() for r in s])
                               for s in scans[:2]]).T
    assert np.allclose(parts["core"], core_numerical, atol=1e-5, rtol=0)
    for b in range(2):
        moment1 = ring.h * (responses[b]["n"][0] - responses[b]["n"][1]).sum()
        assert abs(FIRST @ np.array([r.mu for r in scans[b]])
                   - responses[b]["mu"]) < 1e-5
        assert abs(FIRST @ np.array([r.moment() for r in scans[b]]) - moment1) < 1e-5
    # Translation is exact only up to the resolution of the real-space grid.
    assert np.abs(total.sum(axis=1)).max() < 1e-5
    assert np.abs(parts["core"].sum(axis=1)).max() < 1e-5
    assert np.allclose(total, total.T, atol=1e-7, rtol=0)
    omitted = ring.force_constants(core_in_potential=False)[0]["total"]
    asymmetry = omitted[0, 1] - omitted[1, 0]
    assert abs(asymmetry) > 1e-4
    assert abs(omitted[0, 0] - total[0, 0]) > 1e-4
    for key in ("mixed", "second", "quadratic"):
        assert abs(parts[key][0, 0]) > 1e-4
    moment_A = ring.h * (responses[0]["n"][0] - responses[0]["n"][1]).sum()
    magnetic = np.abs(np.diff(responses[0]["core_drive"], axis=0)).max()
    print(f"{name}: moment {ring.moment():.5f}, Fermi level {ring.mu:.5f} Ha")
    print(f"{name}: level density at Fermi energy {-ring.slope.sum():.4f} /Ha")
    print(f"{name}: A moves: dmu {responses[0]['mu']:.5f} Ha/bohr,"
          f" dmoment {moment_A:.5f} /bohr")
    print(f"{name}: max spin difference of core potential {magnetic:.5f} Ha/bohr")
    for key, label in (("rest", "non-core terms"), ("mixed", "core-K-response"),
                       ("second", "vxc second core"), ("quadratic", "core-K-core"),
                       ("core", "core block"), ("total", "total")):
        print(f"{name}: {label}: AA {parts[key][0, 0]:.6f}, AB {parts[key][0, 1]:.6f}")
    print(f"{name}: energy differences: AA {numerical[0, 0]:.6f},"
          f" AB {numerical[0, 1]:.6f}")
    print(f"{name}: total AA {total[0, 0] * to_ev:.4f} eV/angstrom^2")
    print(f"{name}: core missing in potential: AA {omitted[0, 0]:.6f},"
          f" AB-BA {asymmetry:.6f}")

# Without polarisation a moving core must not drive a magnetic response.
unpolarised = Ring(AUGMENTATION, zeeman=0.0)
plain = unpolarised.respond(0)
assert np.abs(np.diff(plain["core_drive"], axis=0)).max() < 1e-8
assert np.abs(np.diff(plain["n"], axis=0)).max() < 1e-8

# Three cells: wavevector 2 pi/(3 cell), Bloch phases attached to cell origins.
triple = Ring(AUGMENTATION, cells=3)
parts3, responses3 = triple.force_constants()
phase = np.exp(2j * np.pi * np.arange(3) / 3)


def bloch(matrix):
    return np.einsum("l,slt->st", phase, matrix[:2].reshape(2, 3, 2))


core_q = np.einsum("l,lsx->sx", phase, triple.core[:, 1].reshape(3, 2, -1) / 2)
response_q = np.einsum("l,lsux->sux", phase,
                       np.array([r["n"] for r in responses3]).reshape(3, 2, 2, -1))
one_cell = slice(0, POINTS)
change = response_q + core_q[:, None, :]
cell_block = triple.h * np.einsum("sx,uvx,tvx->st", core_q[:, one_cell].conj(),
                                  triple.kernel[:, :, one_cell],
                                  change[:, :, one_cell])
second_core = triple.core[:, 2].reshape(3, 2, -1).sum(axis=0) / 2
cell_block += np.diag(triple.h * second_core[:, one_cell]
                      @ triple.vxc.sum(axis=0)[one_cell])
assert np.allclose(cell_block, bloch(parts3["core"]), atol=1e-7, rtol=0)
pattern = np.zeros(6)
pattern[::2] = phase.real
frozen = curvature(displaced(triple, pattern)) / np.sum(pattern**2)
total_q = bloch(parts3["total"])
assert abs(total_q[0, 0] - frozen) < 1e-5
assert np.allclose(total_q, total_q.conj().T, atol=1e-7, rtol=0)
print(f"US, 3 cells: q = {2 * np.pi / (3 * CELL):.6f} /bohr")
print(f"US, 3 cells: AA(q) response {total_q[0, 0].real:.6f}, frozen {frozen:.6f}")
print(f"US, 3 cells: core block AA(q) {cell_block[0, 0].real:.6f}")
print(f"US, 3 cells: vxc second core AA {bloch(parts3['second'])[0, 0].real:.6f}")
print(f"US, 3 cells: core-K-core AA(q) {bloch(parts3['quadratic'])[0, 0].real:.6f}")
print("done: every assertion held")
```

It prints:

```
cell 6.0 bohr, 40 points, 3.0 electrons
kT 0.1 Ha, Zeeman shift -/+ 0.2 Ha, step 0.02 bohr
positions A, B (bohr): 1.0 3.5
local areas (Ha bohr): -2.0 -1.5  width (bohr): 0.8
core charges: 2.0 1.0  widths (bohr): 0.5 0.6
projector strengths (Ha bohr): 0.5 0.3  width (bohr): 0.6
xc: exchange 0.5 Ha bohr^(1/3), correlation 0.2 Ha
augmentation strength (bohr): 0.4  width (bohr): 0.5
force constants below in Ha/bohr^2
NC: moment 1.32091, Fermi level 0.31436 Ha
NC: level density at Fermi energy 6.3405 /Ha
NC: A moves: dmu 0.00471 Ha/bohr, dmoment -0.09262 /bohr
NC: max spin difference of core potential 0.01725 Ha/bohr
NC: non-core terms: AA -0.141185, AB 0.141185
NC: core-K-response: AA -0.159172, AB 0.024757
NC: vxc second core: AA 0.770358, AB 0.000000
NC: core-K-core: AA -0.655488, AB 0.019545
NC: core block: AA -0.044302, AB 0.044302
NC: total: AA -0.185487, AB 0.185487
NC: energy differences: AA -0.185487, AB 0.185487
NC: total AA -18.0244 eV/angstrom^2
NC: core missing in potential: AA -0.026315, AB-BA 0.002953
US: moment 1.30110, Fermi level 0.27008 Ha
US: level density at Fermi energy 5.8156 /Ha
US: A moves: dmu 0.00430 Ha/bohr, dmoment -0.05350 /bohr
US: max spin difference of core potential 0.01622 Ha/bohr
US: non-core terms: AA -0.141215, AB 0.141215
US: core-K-response: AA -0.223980, AB 0.017031
US: vxc second core: AA 0.843819, AB 0.000000
US: core-K-core: AA -0.657545, AB 0.020676
US: core block: AA -0.037707, AB 0.037707
US: total: AA -0.178922, AB 0.178922
US: energy differences: AA -0.178922, AB 0.178922
US: total AA -17.3865 eV/angstrom^2
US: core missing in potential: AA 0.045058, AB-BA -0.000803
US, 3 cells: q = 0.349066 /bohr
US, 3 cells: AA(q) response -0.175298, frozen -0.175298
US, 3 cells: core block AA(q) -0.037735
US, 3 cells: vxc second core AA 0.837097
US, 3 cells: core-K-core AA(q) -0.656824
done: every assertion held
```
